\section*{Why transmission does not follow the device density of states}

\section{What dimensions and symmetry already say}

A density of states $D(E)$ is a number of states per energy. A transmission $T(E)$ is a pure number. A law that makes $T$ follow $D$ must therefore contain an energy as a factor, and the law is only as general as that energy.

Take a single level between a left and a right lead, at resonance. Let the leads give it the broadenings $\Gamma_L$ and $\Gamma_R$, which are energies, and suppose that no other energy matters. Then
\begin{equation}
T = D\,f(\Gamma_L,\Gamma_R),
\label{eq:dim}
\end{equation}
where $f$ doubles when both arguments double. Exchanging the leads cannot change the two-terminal transmission (proved below), so $f$ is symmetric. If either lead is disconnected nothing is transmitted, so $f$ vanishes with either argument. The density does not vanish then: a level attached to one lead is still a level. Hence $f$ is no universal constant, and a large $D$ does not imply a large $T$.

Dimensions and symmetry leave several candidates, such as $\sqrt{\Gamma_L\Gamma_R}$ and $\Gamma_L\Gamma_R/(\Gamma_L+\Gamma_R)$. The Schr\"odinger equation selects one.

\section{The counter-example: one level, two contacts}

Electrons are non-interacting and scatter elastically. Rydberg atomic units are used, with $\hbar=1$ and energies in Ry; densities are per spin. Each lead is a chain of sites $n=1,2,\dots$, counted away from the device, with site energy zero and hopping $-t$. A wave $e^{ikn}$ with $0<k<\pi$ has
\begin{equation}
E=-2t\cos k,\qquad v=\frac{dE}{dk}=2t\sin k>0 ,
\end{equation}
so it moves away from the device. The level has energy $\varepsilon$, amplitude $\phi$, and hoppings $-\tau_L$, $-\tau_R$ to the first lead sites.

Send in a wave of unit amplitude from the left:
\begin{equation}
\psi^L_n=e^{-ikn}+r\,e^{ikn},\qquad \psi^R_n=s\,e^{ikn}.
\end{equation}
The first site of a lead obeys $E\psi_1=-t\psi_2-\tau\phi$. The wave forms, continued to $n=0$, satisfy $E\psi_1=-t\psi_2-t\psi_0$. Comparison gives $t\psi_0=\tau\phi$, that is,
\begin{equation}
1+r=\frac{\tau_L}{t}\phi,\qquad s=\frac{\tau_R}{t}\phi .
\label{eq:match}
\end{equation}
Eliminating $r$ and $s$ from the first-site amplitudes,
\begin{equation}
\psi^L_1=e^{-ik}+re^{ik}=-2i\sin k+\frac{\tau_L}{t}e^{ik}\phi,
\qquad \psi^R_1=\frac{\tau_R}{t}e^{ik}\phi .
\end{equation}
Insert these in the equation of the level, $(E-\varepsilon)\phi=-\tau_L\psi_1^L-\tau_R\psi_1^R$:
\begin{equation}
\Big[E-\varepsilon+\frac{\tau_L^2+\tau_R^2}{t}e^{ik}\Big]\phi=2i\tau_L\sin k .
\end{equation}
Define $\Gamma_\alpha=2\tau_\alpha^2\sin k/t$ for $\alpha=L,R$, $\Gamma=\Gamma_L+\Gamma_R$, and the detuning $x=E-\varepsilon+(\tau_L^2+\tau_R^2)\cos k/t$. The bracket is $x+i\Gamma/2$. Since $4\tau_L^2\sin^2k=\Gamma_L v$,
\begin{equation}
|\phi|^2=\frac{v\,\Gamma_L}{x^2+\Gamma^2/4}.
\label{eq:phi}
\end{equation}
The speeds in the two leads are equal, so $T=|s|^2=\tau_R^2|\phi|^2/t^2$. With $\tau_R^2v/t^2=\Gamma_R$ this is
\begin{equation}
T=\frac{\Gamma_L\Gamma_R}{x^2+\Gamma^2/4}.
\label{eq:Tlevel}
\end{equation}

For the density, waves of unit amplitude are counted with weight $dk/2\pi=dE/(2\pi v)$; the general proof below confirms this weight. Left-incident waves contribute $|\phi|^2/(2\pi v)$, and right-incident waves the same with $\Gamma_L$ replaced by $\Gamma_R$ in the numerator of \eqref{eq:phi}. The sum is
\begin{equation}
D=\frac{1}{2\pi}\frac{\Gamma_L+\Gamma_R}{x^2+\Gamma^2/4},
\qquad
T=2\pi D\,\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}.
\label{eq:TD}
\end{equation}
This fixes the function $f$ of \eqref{eq:dim}.

Equation \eqref{eq:TD} also shows why $T$ can appear to follow $D$. If the broadenings hardly vary across the resonance, $T(E)$ and $D(E)$ have the same shape. The shape does not fix the prefactor. Its width gives only the sum $\Gamma$, which bounds the prefactor by $\Gamma/4$; the actual value is controlled by the weaker contact, lying between one half of the smaller broadening and the smaller broadening itself.

\subsection*{Numbers}

Let $t=0.1$ Ry, $\varepsilon=0$ and $\tau_L=0.02$ Ry. At $E=0$ we have $k=\pi/2$ and $x=0$, so
\begin{equation}
\Gamma_L=\frac{2(0.02)^2}{0.1}=0.008\ \mathrm{Ry},\qquad
D=\frac{2}{\pi\Gamma},\qquad T=\frac{4\Gamma_L\Gamma_R}{\Gamma^2}.
\end{equation}

With equal contacts, $\Gamma_R=0.008$ Ry. Then $D=2/(0.016\pi)=39.8$ Ry$^{-1}$ (2.92 eV$^{-1}$) and $T=1$.

Reduce the right hopping tenfold, to 0.002 Ry. The broadening falls a hundredfold, to $\Gamma_R=0.00008$ Ry, and
\begin{align}
D&=\frac{2}{0.00808\,\pi}=78.8\ \mathrm{Ry}^{-1}\quad(5.79\ \mathrm{eV}^{-1}),\\
T&=\frac{4(0.008)(0.00008)}{(0.00808)^2}=0.0392 .
\end{align}
The density at resonance has nearly doubled, while the transmission has fallen to 4\% of its former value. The zero-temperature linear conductance with the Fermi energy at resonance, $(2e^2/h)T$ for two spins, drops from 77.5 to 3.04 $\mu$S.

Disconnect the right lead altogether. Now $D=79.6$ Ry$^{-1}$ and $T=0$.

In all three cases the density integrated over the band is one state, to the accuracy of the numerical integration. Here, weakening the right contact narrows the level and makes it taller without removing the state. In general the transmission need not fall when a contact is weakened: by \eqref{eq:Tlevel} the resonant value is largest at $\Gamma_L=\Gamma_R$, so weakening the stronger of two unequal contacts first raises it. This concerns the peak value: unless $\varepsilon=0$ the resonance $x=0$ moves with the hoppings, and at a fixed energy $T$ can fall while the peak value is still rising.

\section{The general statement}

Let a finite device have Hamiltonian matrix $H$, and let the leads consist of independent chains, the channels $p$, each belonging to the left or the right. Channel $p$ has hopping $-t$ and site energy $e_p$, so $E-e_p=-2t\cos k_p$ and $v_p=2t\sin k_p$. The column vector $W_p$ couples its first site to the device. Write $G$ for the retarded Green function of the device in contact with the leads, and $\Gamma_L$, $\Gamma_R$ for the broadening matrices, all constructed below. Then
\begin{align}
T&=\mathrm{Tr}[\Gamma_L A_R],& A_\alpha&=G\Gamma_\alpha G^\dagger,\label{eq:caroli}\\
D&=\frac{1}{2\pi}\mathrm{Tr}[A_L+A_R],& T&\le\min(N_L,N_R),\label{eq:dos}
\end{align}
where $N_\alpha$ is the number of open channels on side $\alpha$. The first relation is the Caroli formula. The density counts everything that either lead feeds into the device. The transmission takes the part fed from the right and asks how it leaves to the left. No such channel bound holds for $D$.

The energy must not lie at a channel edge, where $v_p=0$, nor coincide with that of a bound state of the whole system, that is, a state with no amplitude in any open channel, though it may have decaying tails in closed ones. Such a state adds a delta function to the density which no incident wave can feed, and \eqref{eq:dos} misses it.

\section{Proof}

\subsection*{Eliminating the leads}

Let a wave of unit amplitude arrive in the open channel $p$:
\begin{equation}
\psi^q_n=\delta_{qp}e^{-ik_qn}+s_{qp}e^{ik_qn}.
\end{equation}
In a closed channel $k_q$ is complex with positive imaginary part, so the wave decays. The first lead site obeys $(E-e_q)\psi_1^q=-t\psi^q_2+W_q^\dagger\phi$. Comparison with the continued chain equation gives $W_q^\dagger\phi=-t\psi^q_0$, hence
\begin{equation}
s_{qp}=-\delta_{qp}-\frac{1}{t}W_q^\dagger\phi,\qquad
\psi^q_1=-2i\sin k_p\,\delta_{qp}-\frac{e^{ik_q}}{t}W_q^\dagger\phi .
\label{eq:s}
\end{equation}
Put $\psi_1^q$ into the device equation $(E-H)\phi=\sum_qW_q\psi^q_1$ and move the terms containing $\phi$ to the left:
\begin{equation}
\Big[E-H-\sum_q\Sigma_q\Big]\phi=-2i\sin k_p\,W_p,\qquad
\Sigma_q=-\frac{e^{ik_q}}{t}W_qW_q^\dagger .
\end{equation}
The inverse of the bracket is $G$. Since $2\sin k_p=v_p/t$,
\begin{equation}
\phi_p=-\frac{i v_p}{t}\,G W_p .
\label{eq:phip}
\end{equation}
The broadening of an open channel is
\begin{equation}
\Gamma_q=i(\Sigma_q-\Sigma_q^\dagger)=\frac{2\sin k_q}{t}W_qW_q^\dagger=u_qu_q^\dagger,
\qquad u_q=\frac{\sqrt{v_q}}{t}W_q .
\end{equation}
For a closed channel $e^{ik_q}$ is real and $\Gamma_q=0$. Summing over the channels of one side gives $\Gamma_L$ or $\Gamma_R$; let $\Gamma=\Gamma_L+\Gamma_R$.

\subsection*{Fisher--Lee and Caroli}

Probability flux is speed times squared amplitude, so the flux-normalized scattering matrix is $S_{qp}=\sqrt{v_q/v_p}\,s_{qp}$. From \eqref{eq:s} and \eqref{eq:phip},
\begin{equation}
S_{qp}=-\delta_{qp}+\sqrt{\frac{v_q}{v_p}}\,\frac{i v_p}{t^2}W_q^\dagger GW_p
=-\delta_{qp}+i\,u_q^\dagger G u_p .
\label{eq:FL}
\end{equation}
This is the Fisher--Lee relation. For transmission from right to left, $q\neq p$ and the delta drops out:
\begin{equation}
T=\sum_{q\in L,\,p\in R}u_q^\dagger Gu_p\,u_p^\dagger G^\dagger u_q
=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger].
\end{equation}

\subsection*{The density}

The local density of states is $-\mathrm{Im}\,G_{ii}/\pi$, provided $G$ is the device block of the resolvent of the whole system at $E+i\eta$, $\eta\to0^+$. It is. With a source on the device alone, each lead carries only the solution that decays outwards. An energy shift $i\eta$ shifts $k$ by $i\eta/v$, so in an open channel this is the wave $e^{ikn}$. Then $\psi_1=e^{ik}\psi_0=-e^{ik}W^\dagger\phi/t$, which produces the same $\Sigma$ as before.

Next subtract $G^{-1}=E-H-\Sigma$, with $\Sigma=\sum_q\Sigma_q$, from its adjoint:
\begin{equation}
(G^\dagger)^{-1}-G^{-1}=\Sigma-\Sigma^\dagger=-i\Gamma .
\end{equation}
Multiplying by $G$ on the left and $G^\dagger$ on the right gives $G-G^\dagger=-iG\Gamma G^\dagger$. Multiplying by them in the opposite order gives the same left side. Therefore
\begin{equation}
i(G-G^\dagger)=G\Gamma G^\dagger=G^\dagger\Gamma G .
\label{eq:A}
\end{equation}
The diagonal elements of $i(G-G^\dagger)$ are $-2\,\mathrm{Im}\,G_{ii}$. Dividing the trace by $2\pi$ yields the density in \eqref{eq:dos}.

Equation \eqref{eq:phip} also gives $G\Gamma_pG^\dagger=\phi_p\phi_p^\dagger/v_p$. Its trace is the probability inside the device divided by the incident flux, which is the dwell time. The density adds up dwell times and does not record the side on which the electron leaves.

\subsection*{The bound and the exchange of leads}

Let $U$ have the columns $u_p$, so that $UU^\dagger=\Gamma$ and $S=-1+iU^\dagger GU$. Then
\begin{equation}
S^\dagger S=1-U^\dagger\,i(G-G^\dagger)\,U+U^\dagger G^\dagger\Gamma GU=1
\end{equation}
by \eqref{eq:A}. Each column and each row of the square matrix $S$ thus has unit norm. $T$ is the sum of $|S_{qp}|^2$ over $N_R$ partial columns, or equally over $N_L$ partial rows, and so exceeds neither number.

The rows with $q\in L$ have total weight $N_L$, and so have the columns with $p\in L$. Both sums contain the left-to-left block. Removing it leaves equal transmissions from right to left and from left to right, as assumed at the start. This completes the proof.

\subsection*{When the two are proportional}

If $\Gamma_L=\gamma_L\mathbf 1$ and $\Gamma_R=\gamma_R\mathbf 1$, then $T=\gamma_L\gamma_R\mathrm{Tr}[GG^\dagger]$ and $2\pi D=(\gamma_L+\gamma_R)\mathrm{Tr}[GG^\dagger]$. Equation \eqref{eq:TD} is recovered with $\gamma_\alpha$ for $\Gamma_\alpha$. This is a sufficient condition, and a strong one: a given lead must broaden all device states by the same amount, without cross terms, though the two leads may differ in strength.

\section{A state coupled to one lead}

\subsection*{Its own channel}

Suppose state $b$ is coupled to a left channel that touches nothing else, and $H$ does not mix $b$ with the rest. Then $G$ is block diagonal. $\Gamma_R$ has no element in the block of $b$, so neither has $A_R$, and the rest of $A_R$ is unchanged. State $b$ adds density and exactly no transmission.

As an example, place a defect of energy 0.1 Ry in a chain with $t=0.1$ Ry. At $E=0$ the defect site has density 1.27 Ry$^{-1}$ and $T=0.800$. Adding a level at zero energy, coupled with hopping 0.02 Ry to its own left channel, raises the device density to 80.9 Ry$^{-1}$. The transmission remains 0.800.

\subsection*{A shared channel}

Now attach $b$ to a site of the conducting path itself: the last site of the left lead in an otherwise perfect chain. Number the sites through the whole chain from left to right, with this site as 0, and let the hopping to $b$ be $-\tau_b$. The equation of $b$, $(E-\varepsilon_b)\phi_b=-\tau_b\psi_0$, turns the equation of site 0 into
\begin{equation}
(E-w)\psi_0=-t(\psi_{-1}+\psi_1),\qquad w=\frac{\tau_b^2}{E-\varepsilon_b}.
\end{equation}
For a wave from the left, let $d$ be the transmitted amplitude. Then $\psi_0=d$, $\psi_1=de^{ik}$ and $\psi_{-1}=-2i\sin k+de^{ik}$. With $E=-2t\cos k$ the cosines cancel, leaving
\begin{equation}
d=\frac{iv}{iv-w},\qquad
T=\frac{v^2}{v^2+w^2}=\frac{v^2(E-\varepsilon_b)^2}{v^2(E-\varepsilon_b)^2+\tau_b^4}.
\end{equation}
The amplitude on $b$ is $-\tau_bd/(E-\varepsilon_b)$. By mirror symmetry a wave from the right gives the same modulus, so
\begin{equation}
D_b=\frac{2|\phi_b|^2}{2\pi v}=\frac1\pi\frac{\tau_b^2v}{v^2(E-\varepsilon_b)^2+\tau_b^4},
\qquad T=1-\frac{\pi\tau_b^2}{v}D_b .
\end{equation}
Here density on $b$ is paid for in transmission. With $\varepsilon_b=0$ and $\tau_b=0.02$ Ry, $D_b=159$ Ry$^{-1}$ and $T=0$ at $E=0$. At $E=0.002$ Ry, $D_b=79.6$ Ry$^{-1}$ and $T=0.500$.

Although $b$ touches the left lead alone, half of its density is fed from the right. How can \eqref{eq:caroli} then give zero? Take site 1, called $a$, and $b$ as the device. At $E=\varepsilon_b=0$ the equation of $b$ forces $\psi_0=0$. A wave from the right, in the numbering of the whole chain, is then $e^{-ikn}-e^{ikn}=-2i\sin kn$ with $k=\pi/2$, so $\phi_a=-2i$. The outgoing wave on the left has amplitude $\psi_0=0$, so $\psi_{-1}=0$. The equation of site 0 reduces to $0=-t\phi_a-\tau_b\phi_b$, so $\phi_b=10i$. With $v=0.2$ Ry, and in the order $(a,b)$,
\begin{equation}
A_R=\frac{\phi\phi^\dagger}{v}=\begin{pmatrix}20&-100\\-100&500\end{pmatrix}\mathrm{Ry}^{-1},\quad
\Gamma_L=\begin{pmatrix}0.2&0.04\\0.04&0.008\end{pmatrix}\mathrm{Ry}.
\end{equation}
The diagonal products give $4+4=8$, and the off-diagonal ones $2(0.04)(-100)=-8$. The two routes to the left lead cancel. Site-resolved densities contain only the diagonal of $A_L+A_R$ and cannot reveal this.

Nor does a side level always reduce transmission. If site $a$ carries the 0.1 Ry defect, the calculation at $E=0.008$ Ry gives $T=0.800$ without $b$ and 0.900 with it. The channel bound of one still holds.

\section{A van Hove peak}

Take a clean wire of parallel chains with hopping $-t$ along the wire, coupled to each other only within each cell and in the same way in every cell. Its transverse modes are then independent chains. Each open mode $m$ carries a wave in each direction, with the same speed $v_m$ and with $|\phi|^2=1$ per cell. Each wave contributes $1/(2\pi v_m)$ to the density, while each mode transmits perfectly:
\begin{equation}
D_{\rm cell}=\sum_{m\ \rm open}\frac{1}{\pi v_m},\qquad T=\sum_{m\ \rm open}1 .
\end{equation}
Slow electrons stay longer in a cell, which raises the density. The flux of a wave is its density times its speed, and the speed cancels. At an energy $\delta$ above the bottom of a mode,
\begin{equation}
v=\sqrt{4t^2-(2t-\delta)^2}=\sqrt{4t\delta-\delta^2}\simeq2\sqrt{t\delta},
\end{equation}
so the density diverges as $\delta^{-1/2}$. The transmission does change at the edge, because a channel opens, but each mode that opens there adds just one, however high the peak.

Consider a ladder of two chains with $t=0.1$ Ry and rung hopping $-0.05$ Ry. Its modes are the even and odd combinations on a rung, centred at $-0.05$ and $+0.05$ Ry. The odd mode opens at $0.05-0.2=-0.15$ Ry. Just below, at $\delta=-10^{-6}$ Ry, the density per rung is 1.84 Ry$^{-1}$ and $T=1$. At $\delta=+10^{-6}$ Ry the new mode has $v\simeq6.3\times10^{-4}$ Ry, the density is 505 Ry$^{-1}$ and $T=2$. At $\delta=10^{-2}$ Ry the density has fallen to 6.88 Ry$^{-1}$, a factor of 73 lower, and $T$ is still 2.

The unit step need not survive a defect that scatters the new mode; a defect acting on the even mode alone would leave it intact. With a defect of 0.02 Ry on one site of the rung, the calculation at $\delta=+10^{-6}$ Ry gives a density of 5.65 Ry$^{-1}$ on that rung and $T=1.004$. At this energy both channels are open in the leads, yet $T$ is far below 2, and most of the local density peak is gone as well.

The numerical check compares the Green-function transmissions and densities at each quoted energy, and the Fisher--Lee amplitudes of a random device, with direct wave matching. It also checks the self-energy against long finite chains and the ladder density against state counting on a ring; the band-integrated density of the level is obtained from the Green function alone.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Fisher-Lee minus wave matching, max error: 7.2e-16
Lead hopping t: 0.100 Ry
A: level at 0 Ry, left hopping 0.020 Ry
 right hopping 0.020 Ry:
  Gamma_L = 0.008000 Ry, Gamma_R = 0.008000 Ry
  density = 39.789 /Ry = 2.924 /eV
  left-fed density = 19.894 /Ry
  T = 1.00000, conductance (2 spins) = 77.481 uS
  density integrated over the band = 1.000000 states
 right hopping 0.002 Ry:
  Gamma_L = 0.008000 Ry, Gamma_R = 0.000080 Ry
  density = 78.790 /Ry = 5.791 /eV
  left-fed density = 78.009 /Ry
  T = 0.03921, conductance (2 spins) = 3.038 uS
  density integrated over the band = 1.000000 states
 right hopping 0.000 Ry:
  Gamma_L = 0.008000 Ry, Gamma_R = 0.000000 Ry
  density = 79.577 /Ry = 5.849 /eV
  left-fed density = 79.577 /Ry
  T = 0.00000, conductance (2 spins) = 0.000 uS
  density integrated over the band = 1.000000 states
 density ratio, second/first: 1.9802
 T ratio, second/first: 0.03921
B: perfect chain, side level b at 0 Ry, hopping 0.020 Ry
 E = 0.000 Ry: density on b = 159.155 /Ry, T = 0.00000
 E = 0.002 Ry: density on b = 79.577 /Ry, T = 0.49997
 E = 0.020 Ry: density on b = 1.584 /Ry, T = 0.99000
 at E = 0, density on b fed from left: 79.577 /Ry
 at E = 0, density on b fed from right: 79.577 /Ry
 Tr[Gamma_L A_R] at E = 0, diagonal part: 8.0000
 Tr[Gamma_L A_R] at E = 0, off-diagonal part: -8.0000
 with chain defect 0.100 Ry, largest gain on scan at E = 0.008 Ry:
  T without b = 0.7997, T with b = 0.9001
 same defect, b on its own left channel, E = 0:
  density without b = 1.273 /Ry, with b = 80.851 /Ry
  T without b = 0.80000, with b = 0.80000
C: ladder, rung hopping 0.050 Ry, second edge -0.150 Ry
 E - edge = -1e-06 Ry: density per rung = 1.838 /Ry, T = 1.00000
 E - edge = +1e-06 Ry: density per rung = 505.131 /Ry, T = 2.00000
 E - edge = +1e-04 Ry: density per rung = 52.173 /Ry, T = 2.00000
 E - edge = +1e-02 Ry: density per rung = 6.879 /Ry, T = 2.00000
 density ratio between +1e-06 and +1e-02 Ry: 73.43
 defect 0.020 Ry on one site, E - edge = +1e-06 Ry:
  density on rung = 5.646 /Ry, T = 1.00396
 states per rung from -0.152 to -0.140 Ry: ring 0.1250, integral 0.1229
\end{verbatim}
